# Wavefront Bump from a Locally Heated Low-Expansion Mirror: test program

```python
"""Wavefront bump from a locally heated low-expansion mirror.

Result under test: a region of depth L, expansion coefficient alpha and
temperature rise dT, free at its sides and fixed at its base, rises by
h = alpha*L*dT. At normal incidence the wavefront changes by W = 2*h.
For L = 50 mm, alpha = 5 ppb/K, dT = 1 K this gives W = 0.5 nm.

Other symbols: nu Poisson's ratio, f heated fraction of the lit footprint,
phi phase of the bump, theta angle of incidence from the normal.
The elastic solver uses lengths in mm and a thermal strain of one;
its displacements are multiplied by the real thermal strain alpha*dT.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# Inputs: round model choices and rough typical glass properties
depth_mm = 50.0
alpha = 5e-9                 # 1/K
dT = 1.0                     # K
wavelength = 13.5            # nm
nu = 0.17
hot_radius = 50.0            # mm
narrow_radius = 10.0         # mm
footprint_radius = 100.0     # mm
mirror_radius = 150.0        # mm
mirror_thickness = 100.0     # mm
conductivity = 1.3           # W/(m K)
density = 2200.0             # kg/m3
heat_capacity = 770.0        # J/(kg K)
alpha_slope = 1.5e-9         # 1/K^2
coating_thickness = 280.0    # nm
coating_alpha = 1e-5         # 1/K

nm_per_mm = 1e6
scale = alpha * dT * nm_per_mm   # nm of motion per mm of solver output


def elastic_solution(radius, height, step, temperature,
                     roller_base=False, rigid_wall=False):
    """Axisymmetric thermoelastic displacement on a square mesh."""
    nr, nz = round(radius / step), round(height / step)
    stiffness = np.array([[1-nu, nu, nu, 0], [nu, 1-nu, nu, 0],
                          [nu, nu, 1-nu, 0], [0, 0, 0, (1-2*nu)/2]])
    stiffness /= (1 + nu) * (1 - 2*nu)
    thermal_stress = stiffness @ np.array([1.0, 1.0, 1.0, 0.0])
    sx = np.array([-1, 1, 1, -1])
    sz = np.array([-1, -1, 1, 1])
    g = 1 / np.sqrt(3)
    rows, cols, vals = [], [], []
    force = np.zeros(2 * (nr+1) * (nz+1))
    for i in range(nr):
        ke = np.zeros((8, 8))
        loads = []
        for x in (-g, g):
            for z in (-g, g):
                r = (i + (1+x)/2) * step
                shape = (1 + sx*x) * (1 + sz*z) / 4
                B = np.zeros((4, 8))
                B[0, 0::2] = sx * (1 + sz*z) / (2*step)
                B[1, 1::2] = sz * (1 + sx*x) / (2*step)
                B[2, 0::2] = shape / r
                B[3, 0::2] = B[1, 1::2]
                B[3, 1::2] = B[0, 0::2]
                weight = r * step**2 / 4
                ke += B.T @ stiffness @ B * weight
                loads.append((r, (1+z)/2, B.T @ thermal_stress * weight))
        for j in range(nz):
            first = i*(nz+1) + j
            nodes = np.array([first, first+nz+1, first+nz+2, first+1])
            dof = np.column_stack((2*nodes, 2*nodes+1)).ravel()
            rows.append(np.repeat(dof, 8))
            cols.append(np.tile(dof, 8))
            vals.append(ke.ravel())
            for r, offset, load in loads:
                force[dof] += load * temperature(r, (j+offset)*step)
    K = coo_matrix((np.concatenate(vals),
                    (np.concatenate(rows), np.concatenate(cols))),
                   shape=(force.size, force.size)).tocsr()
    fixed = [2*j for j in range(nz+1)]       # no radial motion on axis
    fixed += [2*i*(nz+1)+1 for i in range(nr+1)] if roller_base else [1]
    if rigid_wall:
        fixed += [2*(nr*(nz+1)+j) for j in range(nz+1)]
    free = np.setdiff1d(np.arange(force.size), fixed)
    u = np.zeros(force.size)
    u[free] = spsolve(K[free][:, free].tocsc(), force[free])
    return u.reshape(nr+1, nz+1, 2)


# Free expansion and rigid side walls, from the elastic equations
rise = alpha * depth_mm * dT * nm_per_mm


def uniform(r, z):
    return 1.0


free_block = elastic_solution(50, depth_mm, 5, uniform, roller_base=True)
assert np.allclose(free_block[:, -1, 1] * scale, rise, rtol=1e-8)
wall_block = elastic_solution(50, depth_mm, 5, uniform, True, True)
wall_factor = (1 + nu) / (1 - nu)
assert np.allclose(wall_block[:, -1, 1]*scale, rise*wall_factor, rtol=1e-8)

# Linear temperature profile in a free block: half growth and a bow
linear = elastic_solution(50, depth_mm, 2.5, lambda r, z: z/depth_mm)
linear_growth = (linear[0, -1, 1] - linear[0, 0, 1]) * scale
linear_bow = (linear[0, -1, 1] - linear[-1, -1, 1]) * scale
bow_formula = scale * 50**2 / (2*depth_mm)
assert abs(linear_growth / (rise/2) - 1) < 0.01    # mesh error
assert abs(linear_bow / bow_formula - 1) < 0.01    # mesh error


# Reflection: follow a ray between two fixed wavefront planes
def ray_path(height, theta):
    incoming = np.array([np.sin(theta), -np.cos(theta)])
    outgoing = np.array([np.sin(theta), np.cos(theta)])
    start = -100 * incoming
    first_leg = (height - start[1]) / incoming[1]
    hit = start + first_leg * incoming
    return first_leg + 100 - hit @ outgoing


for degrees in (0, 6, 20, 45):
    angle = np.radians(degrees)
    change = ray_path(0, angle) - ray_path(rise, angle)
    assert abs(change - 2*rise*np.cos(angle)) < 1e-10
wavefront = 2 * rise
oblique = ray_path(0, np.radians(20)) - ray_path(rise, np.radians(20))
assert abs(wavefront - 0.5) < 0.01

# Wavefront error over a uniformly lit circular footprint
area_coordinate = (np.arange(4000) + 0.5) / 4000   # (r/footprint)^2
f = (hot_radius / footprint_radius)**2


def rms_errors(profile):
    centred = profile - profile.mean()
    fit = np.polyfit(area_coordinate, profile, 1)
    left = profile - np.polyval(fit, area_coordinate)
    return np.sqrt(np.mean(centred**2)), np.sqrt(np.mean(left**2))


top_hat = np.where(area_coordinate < f, wavefront, 0.0)
rms_plain, rms_refocused = rms_errors(top_hat)
q = f * (1 - f)
assert abs(rms_plain / (wavefront*np.sqrt(q)) - 1) < 1e-5
assert abs(rms_refocused / (wavefront*np.sqrt(q*(1-3*q))) - 1) < 1e-5
phi = 2 * np.pi * wavefront / wavelength
peak = abs(np.mean(np.exp(2j*np.pi*top_hat/wavelength)))**2
assert abs(peak - (1 - 4*q*np.sin(phi/2)**2)) < 1e-10


# Hot cylinder embedded in a larger cold mirror
def embedded(radius, step):
    def temperature(r, z):
        return float(r < radius and z > mirror_thickness - depth_mm)
    u = elastic_solution(mirror_radius, mirror_thickness, step, temperature)
    r_nodes = np.linspace(0, mirror_radius, u.shape[0])
    surface = u[:, -1, 1] * scale
    height = surface[0] - np.interp(footprint_radius, r_nodes, surface)
    r_sample = footprint_radius * np.sqrt(area_coordinate)
    return height, 2*np.interp(r_sample, r_nodes, surface)


wide_height, wide_wavefront = embedded(hot_radius, 2.5)
narrow_height, _ = embedded(narrow_radius, 2.5)
for radius, value in ((hot_radius, wide_height),
                      (narrow_radius, narrow_height)):
    coarse = embedded(radius, 5.0)[0]
    assert abs(coarse / value - 1) < 0.05          # mesh convergence
assert narrow_height < rise < wide_height < 2.5*rise
wide_rms, wide_refocused = rms_errors(wide_wavefront)

# Remaining neglected effects
varying = quad(lambda t: alpha + alpha_slope*t, 0, dT)[0]
slope_change = 2 * (varying*depth_mm*nm_per_mm - rise)
coating_change = 2 * coating_thickness * coating_alpha * dT
diffusivity = conductivity / (density * heat_capacity)
diffusion_minutes = (depth_mm*1e-3)**2 / diffusivity / 60
heat_flux = conductivity * dT / (depth_mm*1e-3)
assert coating_change < 0.05*wavefront
assert abs(slope_change) < 0.5*wavefront

print(f"Heated depth: {depth_mm:.0f} mm")
print(f"Expansion coefficient: {alpha*1e9:.1f} ppb/K")
print(f"Temperature rise: {dT:.1f} K")
print(f"Wavelength: {wavelength:.1f} nm")
print(f"Heated radius, wide case: {hot_radius:.0f} mm")
print(f"Heated radius, narrow case: {narrow_radius:.0f} mm")
print(f"Footprint radius: {footprint_radius:.0f} mm")
print(f"Mirror radius: {mirror_radius:.0f} mm")
print(f"Mirror thickness: {mirror_thickness:.0f} mm")
print(f"Poisson ratio (rough): {nu:.2f}")
print(f"Thermal strain: {alpha*dT:.1e}")
print(f"Free surface rise: {rise:.3f} nm")
print(f"Wavefront change, normal incidence: {wavefront:.3f} nm")
print(f"Wavefront change, 20 degrees: {oblique:.3f} nm")
print(f"Wavefront change / wavelength: {wavefront/wavelength:.4f}")
print(f"Phase change: {phi:.3f} rad")
print(f"Heated footprint fraction: {f:.2f}")
print(f"Ideal bump rms, mean removed: {rms_plain:.3f} nm")
print(f"Ideal bump rms, refocused: {rms_refocused:.3f} nm")
print(f"Relative image peak before refocus: {peak:.4f}")
print(f"Rigid-wall factor: {wall_factor:.3f}")
print(f"Rigid-wall wavefront change: {wavefront*wall_factor:.3f} nm")
print("Embedded cases: centre minus footprint edge")
print(f"Wide embedded surface height: {wide_height:.2f} nm")
print(f"Wide embedded wavefront change: {2*wide_height:.2f} nm")
print(f"Wide embedded / free estimate: {wide_height/rise:.2f}")
print(f"Wide embedded rms, mean removed: {wide_rms:.2f} nm")
print(f"Wide embedded rms, refocused: {wide_refocused:.2f} nm")
print(f"Narrow embedded surface height: {narrow_height:.2f} nm")
print(f"Narrow embedded wavefront change: {2*narrow_height:.2f} nm")
print(f"Narrow embedded / free estimate: {narrow_height/rise:.2f}")
print(f"Linear profile, axial growth: {linear_growth:.3f} nm")
print(f"Linear profile, bow over 50 mm radius: {linear_bow:.3f} nm")
print(f"Slope of alpha (rough): {alpha_slope*1e9:.1f} ppb/K^2")
print(f"Wavefront change from that slope: {slope_change:.3f} nm")
print(f"Coating thickness (rough): {coating_thickness:.0f} nm")
print(f"Coating expansion (rough): {coating_alpha*1e6:.0f} ppm/K")
print(f"Wavefront change from coating growth: {coating_change:.4f} nm")
print(f"Thermal conductivity (rough): {conductivity:.1f} W/(m K)")
print(f"Density (rough): {density:.0f} kg/m3")
print(f"Heat capacity (rough): {heat_capacity:.0f} J/(kg K)")
print(f"Thermal diffusivity: {diffusivity:.2e} m2/s")
print(f"Diffusion time L^2/D: {diffusion_minutes:.0f} min")
print(f"Heat flux for 1 K across depth: {heat_flux:.0f} W/m2")
print("all assertions hold")
```

It prints:

```
Heated depth: 50 mm
Expansion coefficient: 5.0 ppb/K
Temperature rise: 1.0 K
Wavelength: 13.5 nm
Heated radius, wide case: 50 mm
Heated radius, narrow case: 10 mm
Footprint radius: 100 mm
Mirror radius: 150 mm
Mirror thickness: 100 mm
Poisson ratio (rough): 0.17
Thermal strain: 5.0e-09
Free surface rise: 0.250 nm
Wavefront change, normal incidence: 0.500 nm
Wavefront change, 20 degrees: 0.470 nm
Wavefront change / wavelength: 0.0370
Phase change: 0.233 rad
Heated footprint fraction: 0.25
Ideal bump rms, mean removed: 0.217 nm
Ideal bump rms, refocused: 0.143 nm
Relative image peak before refocus: 0.9899
Rigid-wall factor: 1.410
Rigid-wall wavefront change: 0.705 nm
Embedded cases: centre minus footprint edge
Wide embedded surface height: 0.38 nm
Wide embedded wavefront change: 0.76 nm
Wide embedded / free estimate: 1.51
Wide embedded rms, mean removed: 0.24 nm
Wide embedded rms, refocused: 0.09 nm
Narrow embedded surface height: 0.11 nm
Narrow embedded wavefront change: 0.22 nm
Narrow embedded / free estimate: 0.43
Linear profile, axial growth: 0.125 nm
Linear profile, bow over 50 mm radius: 0.125 nm
Slope of alpha (rough): 1.5 ppb/K^2
Wavefront change from that slope: 0.075 nm
Coating thickness (rough): 280 nm
Coating expansion (rough): 10 ppm/K
Wavefront change from coating growth: 0.0056 nm
Thermal conductivity (rough): 1.3 W/(m K)
Density (rough): 2200 kg/m3
Heat capacity (rough): 770 J/(kg K)
Thermal diffusivity: 7.67e-07 m2/s
Diffusion time L^2/D: 54 min
Heat flux for 1 K across depth: 26 W/m2
all assertions hold
```
